# Is electronic stopping even in the projectile's charge? The Barkas term

**Q:** I treat electronic stopping as strictly proportional to the square of the projectile's charge. A fast ion scatters electrons, the Rutherford cross section contains $Z^2$, and so a proton and an antiproton of equal speed must lose energy at the same rate. Where could a sign enter?

**A:** Let us first see what your argument proves. Take a heavy projectile of charge $Ze$ on a straight path with constant speed $v$, slow compared with light, passing a free electron at rest at impact parameter $b$. Write $k=e^2/(4\pi\varepsilon_0)$ and

$$\mu=\frac{Zk}{mv^2b},$$

which is positive for a proton ($Z=1$) and negative for an antiproton ($Z=-1$). Seen from the projectile, the electron arrives with speed $v$ and is deflected by an angle $\theta$ with $\tan(\theta/2)=|\mu|$. Its momentum changes by $2mv\sin(\theta/2)$. In the laboratory it started at rest, so it gains

$$\Delta E_{\rm free}=\frac{[2mv\sin(\theta/2)]^2}{2m}=2mv^2\frac{\mu^2}{1+\mu^2}.$$

This is even in $Z$, as you say. But the electron was free. It also saw a bare Coulomb field. In matter the electron is bound or the projectile's field is screened by other electrons, and the Rutherford formula covers neither case. I follow binding here: the formula does not describe a bound electron whose period is comparable with the collision time.

**Q:** Binding changes the size of the transfer, but perturbation theory still squares an amplitude proportional to $Z$.

**A:** The first-order amplitude, yes. Let $H_0$ be the Hamiltonian of the undisturbed electron, $\psi_0$ its ground state and $E_0$ the ground-state energy. After the passage

$$\psi=\psi_0+Z\psi_1+Z^2\psi_2+Z^3\psi_3+\dots$$

up to free phases. The mean energy gained is $\langle\psi|H_0-E_0|\psi\rangle$. Since $(H_0-E_0)\psi_0=0$, every term containing $\psi_0$ drops out, including the one with $\psi_3$:

$$\Delta E=Z^2\langle\psi_1|H_0-E_0|\psi_1\rangle+2Z^3\,{\rm Re}\langle\psi_1|H_0-E_0|\psi_2\rangle+O(Z^4).$$

The interference of first- and second-order amplitudes is cubic in $Z$. Nothing in this expansion makes it vanish; it has to be calculated.

**Q:** Then calculate it for something simple enough to follow.

**A:** Bind the electron harmonically, with angular frequency $\omega$, to a centre at the origin. The projectile is at $\mathbf R=(b,0,vt)$. The force on an electron at $\mathbf r$ is $Zk(\mathbf R-\mathbf r)/|\mathbf R-\mathbf r|^3$, attractive for positive $Z$. For $r\ll b$ use $|\mathbf R-\mathbf r|^{-3}\approx R^{-3}(1+3\,\mathbf R\cdot\mathbf r/R^2)$:

$$\mathbf F=\frac{Zk\mathbf R}{R^3}+\frac{Zk}{R^3}\left[\frac{3\mathbf R(\mathbf R\cdot\mathbf r)}{R^2}-\mathbf r\right]+\dots$$

These are the dipole and quadrupole terms. Both are at most linear in $\mathbf r$, so Ehrenfest's theorem gives the quantum mean position the classical equation of motion. Zero-point motion adds corrections of relative order $a^2/b^2$, where $a^2=\hbar/(2m\omega)$ is the ground-state variance along one axis. I take $a\ll b$ for now and return to this later.

To find the energy delivered by a force $\mathbf F(t)$, set $\mathbf u=\dot{\mathbf r}+i\omega\mathbf r$. Then $\dot{\mathbf u}-i\omega\mathbf u=\ddot{\mathbf r}+\omega^2\mathbf r=\mathbf F/m$. Multiplying by $e^{-i\omega t}$ and integrating from rest gives the final $|\mathbf u|$, and the energy is $\frac12m|\mathbf u|^2$:

$$\Delta E=\frac{1}{2m}\left|\int\mathbf F\,e^{i\omega t}dt\right|^2.$$

The sign of the exponent is immaterial because $\mathbf F$ is real.

Now use $\tau=vt/b$ and $\xi=\omega b/v$. The dipole force is $(Zk/b^2)\mathbf f_1$, with components along $b$ and along the path

$$\mathbf f_1=\frac{(1,\tau)}{(1+\tau^2)^{3/2}}.$$

Let a tilde denote $\int e^{i\xi\tau}(\dots)d\tau$. The modified Bessel function $K_0$ has the representation $\int\cos(\xi\tau)(1+\tau^2)^{-1/2}d\tau=2K_0(\xi)$. Since $f_{1z}=-\frac{d}{d\tau}(1+\tau^2)^{-1/2}$, integration by parts gives $\tilde f_{1z}=2i\xi K_0$. Differentiating $\tilde f_{1x}$ with respect to $\xi$ gives $-2\xi K_0$, which is also the derivative of $2\xi K_1$. Both functions vanish at large $\xi$, so $\tilde f_{1x}=2\xi K_1$. With $dt=(b/v)d\tau$,

$$\Delta E_2=\frac{1}{2m}\left(\frac{Zk}{bv}\right)^2|\tilde{\mathbf f}_1|^2=\frac{2Z^2k^2}{mv^2b^2}\,\xi^2\left[K_0^2(\xi)+K_1^2(\xi)\right].$$

**Q:** That is the even answer I expected. Now the next order.

**A:** The dipole force displaces the electron by $\mathbf r_1=(Zk/mv^2)\boldsymbol\rho$, where

$$\boldsymbol\rho''+\xi^2\boldsymbol\rho=\mathbf f_1,\qquad \boldsymbol\rho\to0\ \text{ as }\ \tau\to-\infty.$$

At the displaced position the field differs by the quadrupole term. The extra force is $(Zk/b^3)(Zk/mv^2)\mathbf f_2$, with $f_{2i}=\sum_jG_{ij}\rho_j$ and

$$G_{xx}=\frac{2-\tau^2}{(1+\tau^2)^{5/2}},\quad G_{xz}=\frac{3\tau}{(1+\tau^2)^{5/2}},\quad G_{zz}=\frac{2\tau^2-1}{(1+\tau^2)^{5/2}}.$$

This force is proportional to $Z^2$. Its cross term with the dipole force in the squared transform is

$$\Delta E_3=\frac1m\,\frac{Zk}{bv}\,\frac{Z^2k^2}{mv^3b^2}\,{\rm Re}(\tilde{\mathbf f}_1^*\cdot\tilde{\mathbf f}_2)=\frac{Z^3k^3}{m^2v^4b^3}\,g(\xi),$$

where $g={\rm Re}(\tilde{\mathbf f}_1^*\cdot\tilde{\mathbf f}_2)$. The next multipole, acting on the mean displacement, gives a force of order $Z^3$ and so an energy of order $Z^4$. It does not alter $g$.

**Q:** I can guess the sign. A proton pulls the electron closer, where the force is stronger. An antiproton pushes it away.

**A:** The displacement is real. At closest approach $\rho_x(0)=\xi^{-1}\int_0^\infty\sin(\xi\tau)(1+\tau^2)^{-3/2}d\tau$, which is 0.47 at $\xi=1$. But for a free electron the same expression becomes $\int_0^\infty\tau(1+\tau^2)^{-3/2}d\tau=1$. The free electron is displaced further, and yet its energy transfer is even. Displacement alone cannot be the explanation.

**Q:** Then what cancels for the free electron, and what survives when it is bound?

**A:** The limit of small $\xi$ shows both. First split the response kernel: for $\tau>\tau'$ it is $\sin\xi(\tau-\tau')/\xi$, and otherwise zero. This equals

$$\frac{\sin\xi|\tau-\tau'|}{2\xi}+\frac{\sin\xi(\tau-\tau')}{2\xi}.$$

The second part produces a $\rho_x$ odd in time and a $\rho_z$ even in time. The resulting $f_{2x}$ is odd and $f_{2z}$ even, so $\tilde f_{2x}$ is imaginary and $\tilde f_{2z}$ real. Since $\tilde f_{1x}$ is real and $\tilde f_{1z}$ imaginary, this part adds nothing to $g$. We may keep the first part, for which $\rho_x$ is even and $\rho_z$ odd. Then

$$g=2\xi K_1X+2\xi K_0Y,\qquad X=\int\cos(\xi\tau)\,(G_{xx}\rho_x+G_{xz}\rho_z)\,d\tau,$$

with $Y=\int\sin(\xi\tau)(G_{xz}\rho_x+G_{zz}\rho_z)d\tau$. The sine makes $Y$ at most of order $\xi$, so the second term is at most of order $\xi^2\ln(1/\xi)$ and can be dropped. As $2\xi K_1\to2$, we need $2X$ through order $\xi$.

At $\xi=0$ the solutions are $\rho_x=\sqrt{1+\tau^2}$ and $\rho_z=-\operatorname{arsinh}\tau$; differentiating twice returns $\mathbf f_1$. The transverse displacement contributes

$$\int\frac{2-\tau^2}{(1+\tau^2)^2}d\tau=\int\left[\frac{3}{(1+\tau^2)^2}-\frac1{1+\tau^2}\right]d\tau=\frac{3\pi}2-\pi=\frac\pi2 .$$

For the longitudinal one, $-3\tau(1+\tau^2)^{-5/2}$ is the derivative of $(1+\tau^2)^{-3/2}$. Integration by parts gives $-\int(1+\tau^2)^{-2}d\tau=-\pi/2$. The two cancel. A free electron is drawn nearer sideways, which strengthens the kick, but it is also moved along the path, which weakens it equally.

**Q:** And the restoring force spoils the balance?

**A:** Yes, at first order in $\xi$, through three contributions. We need

$$\int_0^\infty\frac{1-\cos s}{s^2}ds=\frac\pi2,\qquad\int_0^\infty\frac{s-\sin s}{s^3}ds=\frac12\int_0^\infty\frac{1-\cos s}{s^2}ds=\frac\pi4,$$

where integration by parts reduces the first to $\int_0^\infty(\sin s/s)\,ds$ and the second to the first.

1. For $\tau$ of order one, $\rho_x$ is shifted by a constant. At $\tau=0$ the shift is $-\int_0^\infty[\tau-\sin(\xi\tau)/\xi](1+\tau^2)^{-3/2}d\tau$. With $s=\xi\tau$ it becomes $-\xi\int_0^\infty(s-\sin s)s^{-3}ds=-\pi\xi/4$. With $\tau=\tan\theta$, $\int G_{xx}d\tau=\int(2\cos^3\theta-\sin^2\theta\cos\theta)d\theta=\frac83-\frac23=2$. The contribution to $X$ is $-\pi\xi/2$.

2. At long times, $\tau=s/\xi$, we have $G_{xx}\to-1/|\tau|^3$, while $\cos(\xi\tau)\rho_x$ changes from $|\tau|$ to $\sin|s|\cos s/\xi$. The change in $X$ is $2\xi\int_0^\infty(s-\frac12\sin2s)s^{-3}ds$. Substituting $u=2s$ turns the integral into $2\int_0^\infty(u-\sin u)u^{-3}du=\pi/2$. The contribution is $+\pi\xi$.

3. For $\tau$ of order one, $\rho_z$ gains a linear term. Its slope at $\tau=0$ changes by $\int_0^\infty(1-\cos\xi\tau)f_{1z}d\tau\to\xi\int_0^\infty(1-\cos s)s^{-2}ds=\pi\xi/2$. As $\int G_{xz}\tau\,d\tau=3\int\sin^2\theta\cos\theta\,d\theta=2$, the contribution is $+\pi\xi$.

The sum is $X=3\pi\xi/2$, and therefore

$$g(\xi)\to3\pi\xi\qquad(\xi\to0).$$

This is positive: the proton transfers more. It vanishes with $\omega$, as the free electron requires.

**Q:** A small-$\xi$ limit does not settle the sign elsewhere.

**A:** No. For general $\xi$ I evaluated the time integrals numerically. This gives $g=2.81$, 1.80 and 0.289 at $\xi=0.5$, 1 and 2, and positive values at all 70 points of a grid from 0.01 to 5. That is numerical evidence over this range, not a proof for every $\xi$. At $\xi=1$ the bracketed even term, $2\xi^2(K_0^2+K_1^2)$, is 1.08, so the ratio $\Delta E_3/\Delta E_2$ is $1.66\mu$. With $|\mu|=0.02$, a proton transfers 3.3% more than the even term and an antiproton 3.3% less.

At large $\xi$ the electron completes many oscillations during the passage, and both terms become small. This is the adiabatic limit, reached for $b\gg v/\omega$.

**Q:** How does this enter the stopping of a real beam?

**A:** Multiply by $2\pi b\,db$ and sum over electrons. With $N$ atoms per volume and $f_j$ electrons in group $j$, write the energy loss per length as

$$S=N\frac{4\pi Z^2k^2}{mv^2}\sum_jf_j\,(L_{0j}+ZL_{1j}).$$

Since $db/b^2=(\omega/v)\,d\xi/\xi^2$, integrating $\Delta E_3$ from a smallest impact parameter $b_{\min}$ gives

$$L_1=\frac{k\omega}{2mv^3}\int_{\xi_{\min}}^\infty\frac{g(\xi)}{\xi^2}d\xi.$$

For small $\xi_{\min}$ the integral grows as $3\pi\ln(1/\xi_{\min})$. Close collisions therefore matter, although the derivation covers distant ones.

The even number $L_0$ can include all collisions in first Born approximation. The Coulomb potential has the Fourier transform $4\pi Zk/q^2$, up to sign. The golden rule, with energy conservation $\hbar\mathbf q\cdot\mathbf v=n\hbar\omega$, gives for excitation by $n$ quanta

$$d\sigma_n=\frac{8\pi Z^2k^2}{\hbar^2v^2}P_n\frac{dq}{q^3},\qquad q\ge\frac{n\omega}v .$$

A sudden momentum $\hbar q$ turns the ground state into a coherent state, so $P_n=e^{-Q}Q^n/n!$ with mean $Q=\hbar q^2/(2m\omega)$. Multiply by $n\hbar\omega$, use $dq/q^3=\hbar\,dQ/(4m\omega Q^2)$ and divide by $4\pi Z^2k^2/(mv^2)$:

$$L_0=\frac12\sum_{n\ge1}\int_{n^2/B}^\infty\frac{e^{-Q}Q^{n-2}}{(n-1)!}dQ,\qquad B=\frac{2mv^2}{\hbar\omega}.$$

For large $B$ the first term tends to $\frac12(\ln B-\gamma)$, with $\gamma$ Euler's constant. The others give $\frac12\sum1/(n-1)$ up to $n\approx B$, which is $\frac12(\ln B+\gamma)$. Together they give the Bethe logarithm $\ln B$.

**Q:** Put in numbers for proton implantation into silicon.

**A:** Take 1 MeV, for which $v/c=0.0461$, and 50 atoms/nm³. As rough groups take 4 valence electrons at $\hbar\omega=20$ eV, 8 L-shell electrons at 250 eV and 2 K-shell electrons at 3000 eV. For $b_{\min}$ I use the oscillator's rms radius, $\sqrt3\,a$. Because $a=(v/\omega)/\sqrt B$, this means $\xi_{\min}=\sqrt{3/B}$.

- Valence: $B=108.8$, $b_{\min}=0.076$ nm, $L_0=4.66$, $L_1=0.0171$.
- L shell: $B=8.70$, $b_{\min}=0.021$ nm, $L_0=1.72$, $L_1=0.0407$.
- K shell: $B=0.725$, $L_0=0.062$; its cubic term is left out.

The integrals for $L_1$ were done numerically up to $\xi=5$. The factor before the sum in $S$ is 1.198 eV/nm, so

$$S_{\rm even}=1.198\,(4\times4.660+8\times1.720+2\times0.062)=39.0\ \text{eV/nm},$$

$$S_{\rm cubic}=1.198\,(4\times0.0171+8\times0.0407)=0.47\ \text{eV/nm}.$$

The model gives 39.4 eV/nm for the proton and 38.5 eV/nm for the antiproton. The difference, 0.94 eV/nm, is 2.4% of the even part, or about 0.9 keV over 1000 nm if the speed is held constant.

**Q:** How far should I trust that 2.4%?

**A:** As an order of magnitude. The weak point is the condition $a\ll b$. I computed the second-order quantum amplitudes in an oscillator basis, with dipole, quadrupole and octupole terms, and extracted the leading zero-point correction. At $\xi=1$ it multiplies $g$ by roughly $1+8\,a^2/b^2$. There $a^2/b^2=1/B$, so the correction is about 7% for the valence group but, in this leading order alone, nearly as large as the term itself for the L shell, where higher orders in $a^2/b^2$ can no longer be neglected. Integrated down to $b_{\min}$, where $a^2/b^2=1/3$, it adds 0.57 eV/nm, more than the cubic term itself. The expansion has then ceased to be quantitative.

Close collisions are as uncertain. Extending the point-electron formula below $b_{\min}$ to $b=\hbar/(mv)$ would add 1.3 eV/nm. That lies outside the derivation and may count some of the same close encounters as the zero-point correction, so the two should not simply be added. Both estimates have the sign of the distant term, and both suggest that 0.47 eV/nm may be too small by a factor of a few.

The other effects I estimated matter less for the difference. The same formula, used outside its range, gives 0.01 eV/nm for the K-shell cubic term. Relativity changes the even part at order $(v/c)^2=0.002$. It also adds a small odd term even for free electrons (Mott's correction, $\pi\alpha v/2c\approx5\times10^{-4}$ in $L$, with $\alpha$ the fine-structure constant), about 0.01 eV/nm or 2% of the cubic part. The next even term changes $L$ by an amount of order $(k/\hbar v)^2=0.025$, comparable with $L_1$, but it cancels between proton and antiproton. Changing all oscillator energies by 20%, with $b_{\min}$ following, moves the cubic part by less than 3% and the even part by 8 to 10%.

**Q:** How does this compare with actual silicon?

**A:** The stopping of 1 MeV protons in silicon is roughly 40 eV/nm, so the even part has the right size. The valence electrons of silicon are closer to an electron gas than to bound oscillators. For unbound electrons, screening of the projectile's field over a length of order $v/\omega$ gives an odd term of the same sign and similar size, so the valence oscillator is a stand-in, not evidence that binding is the cause there. Real silicon has bands and continuous inner-shell spectra instead of three sharp oscillators, and the 20% change above tests only the choice of oscillator energies, not this simplification. A real beam also slows down, so the constant-speed figure is no range calculation.

Antiprotons are not a doping tool, but the odd term also matters when proton data are scaled to another ion. For a bare helium nucleus at the same speed, the even part grows by 4 and the cubic part by 8. In this model the cubic share then rises from 1.2% to 2.4%, and pure $Z^2$ scaling misses the increase. The next even term does not cancel in this comparison: it grows by 16, so its share of the loss grows by about 4. For fast ions this term, known as Bloch's correction, is negative and so opposes the cubic one. Since the two are comparable, scaling from protons to helium needs both, and the estimates here do not settle whether the net loss lies above or below four times the proton's. A stopping table fitted to measured proton losses already contains the proton's own odd term, which should not be added again.

**Q:** So my $Z^2$ rule is the first Born term, and I took a property of free electrons for a property of matter.

**A:** Yes, a property of free electrons in an unscreened, non-relativistic Coulomb field; binding, treated here, and screening both break it. For distant collisions with a harmonically bound electron, the first correction is cubic and favours the proton over the range computed. For close collisions I have given you estimates of the same sign, not a derivation.
